**Exponentiated rotations and boosts of Dirac spinors**

The program tests $e^{-i\theta\boldsymbol\Sigma\cdot\mathbf n/2}=\cos(\theta/2)-i\boldsymbol\Sigma\cdot\mathbf n\sin(\theta/2)$ and $e^{\eta\boldsymbol\alpha\cdot\mathbf n/2}=\cosh(\eta/2)+\boldsymbol\alpha\cdot\mathbf n\sinh(\eta/2)$. Here $\theta$ is the rotation angle, $\eta$ the rapidity, $\mathbf n$ a unit vector, and $\boldsymbol\alpha$ and $\boldsymbol\Sigma$ are the Dirac and spin matrices. It asserts agreement with numerical matrix exponentials and with separately exponentiated coordinate transformations. A finite-difference test on a superposition of plane waves gives a Dirac residual, the norm of $(i\alpha^\mu\partial_\mu-\beta c)\psi$ divided by $c$ times the norm of $\psi$ at one spacetime point, of 5.4e-13 for the correct spinor matrix and 1.904 when the angle and rapidity are reversed in the spinor matrix alone. The boosted rest spinor is also asserted to lie in the positive-energy space found by diagonalizing the Dirac Hamiltonian. A full turn built from 1048576 first-order steps differs from minus the unit matrix by at most 4.7e-06 in any element. The output shows the two-beam intensity falling to zero at 360 degrees and returning to one at 720 degrees. For an electron with 100000 eV of kinetic energy, it gives a lower-to-upper spinor size ratio of 0.298541.

## Program and output

```python
"""Spinor rotations and boosts of the Dirac equation.

Result under test, for a unit vector n (active transformations):
  exp(-i theta Sigma.n/2) = cos(theta/2) - i Sigma.n sin(theta/2)
  exp(eta alpha.n/2)      = cosh(eta/2) + alpha.n sinh(eta/2)
and a rotation by 2 pi equals minus the unit matrix.
theta: rotation angle, eta: rapidity, alpha and beta: Dirac matrices,
Sigma: spin matrices built from products of alpha.
Algebra is in atomic units; the printed example uses eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

rng = np.random.default_rng(7)
one2, one4 = np.eye(2), np.eye(4)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron(pauli[0], s) for s in pauli])
beta = np.kron(pauli[2], one2)
Sigma = np.array([-1j * alpha[(i + 1) % 3] @ alpha[(i + 2) % 3]
                  for i in range(3)])
alpha4 = np.concatenate([one4[None].astype(complex), alpha])
c_au = 1.0 / const.fine_structure


def dot(matrices, n):
    return np.einsum('i,iab->ab', n, matrices)


def random_axis():
    v = rng.normal(size=3)
    return v / np.linalg.norm(v)


def rotation_closed(theta, n):
    return np.cos(theta / 2) * one4 - 1j * np.sin(theta / 2) * dot(Sigma, n)


def boost_closed(eta, n):
    return np.cosh(eta / 2) * one4 + np.sinh(eta / 2) * dot(alpha, n)


def rotation_exp(theta, n):
    return expm(-0.5j * theta * dot(Sigma, n))


def boost_exp(eta, n):
    return expm(0.5 * eta * dot(alpha, n))


def coordinate_rotation(theta, n):
    g = np.zeros((4, 4))
    g[1:, 1:] = [[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]]
    return expm(theta * g)


def coordinate_boost(eta, n):
    g = np.zeros((4, 4))
    g[0, 1:] = n
    g[1:, 0] = n
    return expm(eta * g)


def hamiltonian(p):
    return c_au * dot(alpha, p) + c_au**2 * beta


def deviation(a, b):
    return float(np.max(np.abs(np.asarray(a) - np.asarray(b))))


# Matrix algebra, closed forms and covariance for random axes.
closed_error = 0.0
covariance_error = 0.0
for _ in range(20):
    n = random_axis()
    theta, eta = rng.uniform(-7, 7), rng.uniform(-2, 2)
    assert deviation(dot(Sigma, n) @ dot(Sigma, n), one4) < 1e-13
    assert deviation(dot(alpha, n) @ dot(alpha, n), one4) < 1e-13
    R, B = rotation_exp(theta, n), boost_exp(eta, n)
    closed_error = max(closed_error, deviation(R, rotation_closed(theta, n)),
                       deviation(B, boost_closed(eta, n)))
    for S, L in ((R, coordinate_rotation(theta, n)),
                 (B, coordinate_boost(eta, n))):
        left = np.array([S.conj().T @ a @ S for a in alpha4])
        right = np.einsum('mn,nab->mab', L, alpha4)
        covariance_error = max(covariance_error, deviation(left, right),
                               deviation(S.conj().T @ beta @ S, beta))
    expected = np.sort([-eta / 2, -eta / 2, eta / 2, eta / 2])
    assert deviation(np.log(np.linalg.eigvalsh(B)), expected) < 1e-11
assert closed_error < 1e-11
assert covariance_error < 1e-11

# Commutator that turns the alpha matrices like a vector.
for i in range(3):
    for j in range(3):
        cross = np.cross(one4[i, :3], one4[j, :3])
        commutator = Sigma[i] @ alpha[j] - alpha[j] @ Sigma[i]
        assert deviation(commutator, 2j * dot(alpha, cross)) < 1e-14

# A full turn built from many first-order steps; error is about pi^2/(2N).
n = random_axis()
steps = 2**20
small_step = one4 - 0.5j * (2 * np.pi / steps) * dot(Sigma, n)
full_turn_steps = np.linalg.matrix_power(small_step, steps)
step_error = deviation(full_turn_steps, -one4)
assert step_error < 2e-5
assert deviation(rotation_exp(2 * np.pi, n), -one4) < 1e-12
assert deviation(rotation_exp(4 * np.pi, n), one4) < 1e-12
assert deviation(coordinate_rotation(2 * np.pi, n), one4) < 1e-12

# Half turns about x and y: coordinates commute, spinors anticommute.
ex, ey, ez = np.eye(3)
Rx, Ry = rotation_exp(np.pi, ex), rotation_exp(np.pi, ey)
Lx, Ly = coordinate_rotation(np.pi, ex), coordinate_rotation(np.pi, ey)
assert deviation(Lx @ Ly, Ly @ Lx) < 1e-12
assert deviation(Rx @ Ry, -Ry @ Rx) < 1e-12

# A solution made of plane waves with positive and negative energy.
waves = []
for level, weight in ((3, 1.0), (2, 0.6j), (0, 0.4)):
    p = 0.8 * c_au * random_axis()
    energies, vectors = np.linalg.eigh(hamiltonian(p))
    waves.append((energies[level] / c_au, p, weight * vectors[:, level]))


def field(x):
    return sum(u * np.exp(-1j * (p0 * x[0] - p @ x[1:]))
               for p0, p, u in waves)


def equation_residual(psi, x):
    h = 1e-3 / c_au
    total = -c_au * beta @ psi(x)
    for mu in range(4):
        d = np.zeros(4)
        d[mu] = h
        slope = (8 * (psi(x + d) - psi(x - d))
                 - psi(x + 2 * d) + psi(x - 2 * d)) / (12 * h)
        total = total + 1j * alpha4[mu] @ slope
    return np.linalg.norm(total) / (c_au * np.linalg.norm(psi(x)))


def transformed(S, L):
    L_inverse = np.linalg.inv(L)
    return lambda x: S @ field(L_inverse @ x)


point = np.array([0.3, -0.5, 0.7, 0.2]) / c_au
n_rot, n_boost = random_axis(), random_axis()
L = coordinate_boost(0.9, n_boost) @ coordinate_rotation(1.3, n_rot)
S_right = boost_exp(0.9, n_boost) @ rotation_exp(1.3, n_rot)
S_wrong = boost_exp(-0.9, n_boost) @ rotation_exp(-1.3, n_rot)
residual_right = equation_residual(transformed(S_right, L), point)
residual_wrong = equation_residual(transformed(S_wrong, L), point)
assert equation_residual(field, point) < 1e-7
assert residual_right < 1e-7
assert residual_wrong > 1e-2
turned_field = transformed(rotation_exp(2 * np.pi, n_rot),
                           coordinate_rotation(2 * np.pi, n_rot))
assert deviation(turned_field(point), -field(point)) < 1e-11

# Worked example: threefold turn of a resting electron, then a boost.
kinetic_eV = 100000.0
rest_eV = const.m_e * const.c**2 / const.e
gamma = 1 + kinetic_eV / rest_eV
eta = np.arccosh(gamma)
pc_eV = rest_eV * np.sinh(eta)
wavelength = const.h * const.c / const.e * 1e10 / pc_eV
assert abs(pc_eV / np.sqrt(kinetic_eV**2 + 2 * kinetic_eV * rest_eV) - 1) < 1e-11

axis = np.ones(3) / np.sqrt(3)
third_turn = rotation_exp(2 * np.pi / 3, axis)
assert deviation(third_turn, 0.5 * one4 - 0.5j * Sigma.sum(axis=0)) < 1e-13
start = np.array([1, 0, 0, 0], complex)
turned = third_turn @ start


def spin_direction(u):
    return np.array([np.vdot(u, s @ u).real for s in Sigma])


L3 = coordinate_rotation(2 * np.pi / 3, axis)[1:, 1:]
assert deviation(spin_direction(turned), L3 @ spin_direction(start)) < 1e-12
assert deviation(spin_direction(turned), ex) < 1e-12

moving = boost_exp(eta, ez) @ turned
momentum_au = c_au * np.sinh(eta) * ez
energies, vectors = np.linalg.eigh(hamiltonian(momentum_au))
positive = vectors[:, 2:]
assert deviation(positive @ (positive.conj().T @ moving), moving) < 1e-11
assert abs(energies[3] / (c_au**2 * gamma) - 1) < 1e-12
opposite = boost_exp(-eta, ez) @ turned
assert deviation(positive @ (positive.conj().T @ opposite), opposite) > 0.1
size_ratio = np.linalg.norm(moving[2:]) / np.linalg.norm(moving[:2])
assert abs(size_ratio - pc_eV / (kinetic_eV + 2 * rest_eV)) < 1e-12
density = np.vdot(moving, moving).real
assert abs(density - gamma) < 1e-12

# Two-beam intensity for arbitrary spinors and angles.
for _ in range(20):
    u = rng.normal(size=4) + 1j * rng.normal(size=4)
    u /= np.linalg.norm(u)
    theta = rng.uniform(0, 4 * np.pi)
    mixed = (u + rotation_exp(theta, random_axis()) @ u) / 2
    assert abs(np.vdot(mixed, mixed).real - (1 + np.cos(theta / 2)) / 2) < 1e-12


def clean(x, digits=6):
    return round(float(x), digits) + 0.0


print("CHECKS (dimensionless)")
print(f"closed forms minus matrix exponentials, largest: {closed_error:.1e}")
print(f"covariance relations, largest deviation: {covariance_error:.1e}")
print(f"number of small steps in one full turn: {steps}")
print(f"small-step full turn minus (-1), largest: {step_error:.1e}")
print(f"Dirac residual, correct spinor matrix: {residual_right:.1e}")
print(f"Dirac residual, reversed angle and rapidity: {residual_wrong:.3f}")
print("THREEFOLD TURN about (1,1,1)/sqrt(3), electron at rest")
print("spin direction before:", [clean(x) for x in spin_direction(start)])
print("spin direction after: ", [clean(x) for x in spin_direction(turned)])
for k in range(4):
    print(f"turned spinor component {k + 1}: "
          f"{clean(turned[k].real):.4f} {clean(turned[k].imag):+.4f} i")
print("angle (degree), Re overlap with start, two-beam intensity")
for count in range(7):
    u = np.linalg.matrix_power(third_turn, count) @ start
    mixed = (start + u) / 2
    print(f"{120 * count:4d}  {clean(np.vdot(start, u).real):8.4f}"
          f"  {clean(np.vdot(mixed, mixed).real):8.4f}")
print("BOOST along z of the once-turned electron")
print(f"kinetic energy: {kinetic_eV:.0f} eV")
print(f"rest energy: {rest_eV:.1f} eV")
print(f"cosh(eta) = total energy / rest energy: {gamma:.6f}")
print(f"rapidity eta: {eta:.6f}")
print(f"speed / c = tanh(eta): {np.tanh(eta):.6f}")
print(f"cosh(eta/2): {np.cosh(eta / 2):.6f}")
print(f"sinh(eta/2): {np.sinh(eta / 2):.6f}")
print(f"lower/upper size ratio = tanh(eta/2): {size_ratio:.6f}")
for k in range(4):
    print(f"boosted spinor component {k + 1}: "
          f"{clean(moving[k].real):.6f} {clean(moving[k].imag):+.6f} i")
print(f"density factor psi^dagger psi: {density:.6f}")
print(f"momentum times c: {pc_eV:.1f} eV")
print(f"de Broglie wavelength: {wavelength:.6f} angstrom")
print("finished without a failed check")
```

Running it gives:

```
CHECKS (dimensionless)
closed forms minus matrix exponentials, largest: 5.6e-16
covariance relations, largest deviation: 6.2e-14
number of small steps in one full turn: 1048576
small-step full turn minus (-1), largest: 4.7e-06
Dirac residual, correct spinor matrix: 5.4e-13
Dirac residual, reversed angle and rapidity: 1.904
THREEFOLD TURN about (1,1,1)/sqrt(3), electron at rest
spin direction before: [0.0, 0.0, 1.0]
spin direction after:  [1.0, 0.0, 0.0]
turned spinor component 1: 0.5000 -0.5000 i
turned spinor component 2: 0.5000 -0.5000 i
turned spinor component 3: 0.0000 +0.0000 i
turned spinor component 4: 0.0000 +0.0000 i
angle (degree), Re overlap with start, two-beam intensity
   0    1.0000    1.0000
 120    0.5000    0.7500
 240   -0.5000    0.2500
 360   -1.0000    0.0000
 480   -0.5000    0.2500
 600    0.5000    0.7500
 720    1.0000    1.0000
BOOST along z of the once-turned electron
kinetic energy: 100000 eV
rest energy: 510999.0 eV
cosh(eta) = total energy / rest energy: 1.195695
rapidity eta: 0.615834
speed / c = tanh(eta): 0.548221
cosh(eta/2): 1.047782
sinh(eta/2): 0.312806
lower/upper size ratio = tanh(eta/2): 0.298541
boosted spinor component 1: 0.523891 -0.523891 i
boosted spinor component 2: 0.523891 -0.523891 i
boosted spinor component 3: 0.156403 -0.156403 i
boosted spinor component 4: -0.156403 +0.156403 i
density factor psi^dagger psi: 1.195695
momentum times c: 334962.4 eV
de Broglie wavelength: 0.037014 angstrom
finished without a failed check
```
